# Cubic Fine Structure of a Spin 5/2 in Zero and Strong Field

A spin 5/2 in a cubic crystal, with round parameters given below, is observed at 34 GHz. With the magnetic field along a cube edge, its five resonance lines spread over 35.7 mT. When the field is turned by 31.72° in the plane of a cube face, the same five lines crowd into 0.12 mT. The crystal has not changed, and neither has its zero-field splitting of 0.6 GHz. The collapse comes from an angular factor that multiplies the whole first-order pattern and passes through zero.

## The Hamiltonian

Let $S=5/2$, let $x,y,z$ be the cubic axes, and let the symmetry rotations of the site form the octahedral group. The $g$ factor is isotropic, as cubic symmetry requires of a term linear in both field and spin. Hyperfine coupling, terms of higher order in the field, and the terms linear in the field but of third or fifth degree in the spin, which cubic symmetry also allows, are left out. With $\mathbf B=B\mathbf n$, $|\mathbf n|=1$ and $G=g\mu_BB$,

$$H=G\,\mathbf n\cdot\mathbf S+H_c, \tag{1}$$

$$H_c=\frac a6\left[S_x^4+S_y^4+S_z^4-\frac{707}{16}\right]. \tag{2}$$

Spin components are dimensionless, and $a$ is an energy.

Equation (2) is the most general cubic term at zero field. Any operator on the six states is a polynomial in the spin components of degree at most 5: the operator $|m\rangle\langle m-q|$ is $S_+^q$ times a polynomial in $S_z$ that must take prescribed values at $6-q$ points, so its degree need not exceed $5-q$. Commutators lower the degree, so the products can be symmetrized, and they then rotate like ordinary monomials in $x,y,z$.

Invariance under half-turns about the axes requires the three exponents to be all even or all odd. The odd candidates up to degree 5 are $xyz$ and $xyz\,(\alpha x^2+\beta y^2+\gamma z^2)$. The quarter-turn $x\to y,\ y\to-x$ reverses $xyz$ and $xyz^3$, so these are excluded; the threefold rotations carry the exclusion of $xyz^3$ over to $x^3yz$ and $xy^3z$. The even invariants are a constant, $r^2$, $r^4$ and $x^4+y^4+z^4$. The first three give fully rotation-invariant operators, which are numbers on this spin space. One operator with one free coefficient remains.

The constant in (2) makes the trace vanish. The three fourth powers have equal traces, so the mean diagonal element of their sum is

$$\frac{3\cdot2}{6}\left[\left(\tfrac52\right)^4+\left(\tfrac32\right)^4+\left(\tfrac12\right)^4\right]=\frac{625+81+1}{16}=\frac{707}{16}.$$

## Matrix elements along a cubic axis

Define

$$K=S_x^2+S_y^2=\tfrac{35}{4}-S_z^2,\qquad L=S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2). \tag{3}$$

Then $S_x^2=(K+L)/2$ and $S_y^2=(K-L)/2$. In the sum of their squares the products $KL+LK$ cancel:

$$S_x^4+S_y^4=\tfrac12(K^2+L^2),$$

$$L^2=\tfrac14\left(S_+^4+S_-^4+S_+^2S_-^2+S_-^2S_+^2\right). \tag{4}$$

The squared ladder elements are

$$|\langle m-1|S_-|m\rangle|^2=\tfrac{35}{4}-m(m-1)=5,\,8,\,9,\,8,\,5 \tag{5}$$

for $m=\tfrac52,\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$. The diagonal elements of $S_+^2S_-^2$ are products of two successive downward steps: $5\cdot8=40$, $8\cdot9=72$ and $9\cdot8=72$ for $m=\tfrac52,\tfrac32,\tfrac12$. Those of $S_-^2S_+^2$ use two upward steps and are $0$, $0$ and $8\cdot5=40$. Hence $L^2$ has the diagonal elements $10,18,28$. With $K=\tfrac52,\tfrac{13}{2},\tfrac{17}{2}$, the sum of the three fourth powers is

$$\begin{aligned}
m=\tfrac52:&\quad \tfrac12\left(\tfrac{25}{4}+10\right)+\tfrac{625}{16}=\tfrac{755}{16},\\
m=\tfrac32:&\quad \tfrac12\left(\tfrac{169}{4}+18\right)+\tfrac{81}{16}=\tfrac{563}{16},\\
m=\tfrac12:&\quad \tfrac12\left(\tfrac{289}{4}+28\right)+\tfrac1{16}=\tfrac{803}{16}.
\end{aligned}$$

Subtracting $707/16$ leaves $3,-9,6$. Multiplication by $a/6$ gives the diagonal elements $d_m$ of $H_c$:

$$d_{\pm5/2}=\frac a2,\qquad d_{\pm3/2}=-\frac{3a}2,\qquad d_{\pm1/2}=a. \tag{6}$$

Negative $m$ gives the same values because (2) is even in the spin.

The terms $S_\pm^4$ in (4) connect states with $\Delta m=\pm4$. From $-\tfrac32$ to $\tfrac52$ the four squared steps are $8,9,8,5$, so

$$\langle\tfrac52|H_c|{-\tfrac32}\rangle=\frac a6\cdot\frac12\cdot\frac14\sqrt{8\cdot9\cdot8\cdot5}=\frac{24\sqrt5}{48}a=\frac{\sqrt5}{2}a. \tag{7}$$

The steps from $-\tfrac52$ to $\tfrac32$ have the same product and give the same element. No other couplings occur.

## Zero field

The states $|\pm\tfrac12\rangle$ are uncoupled and have energy $a$. The remaining four form two identical blocks,

$$\begin{pmatrix} a/2&\sqrt5\,a/2\\ \sqrt5\,a/2&-3a/2\end{pmatrix}, \tag{8}$$

with trace $-a$ and determinant $-\tfrac34a^2-\tfrac54a^2=-2a^2$. The characteristic equation is $E^2+aE-2a^2=(E-a)(E+2a)=0$. Therefore

$$E=a\ \text{(four states)},\qquad E=-2a\ \text{(two states)}, \tag{9}$$

and the gap is $3|a|$. For $a>0$ the doublet lies lowest. The off-diagonal element is essential: the diagonal elements (6) alone would give three doublets.

## Strong field in an arbitrary direction

Let $G\gg|a|$. The Zeeman term then fixes the states $|m;\mathbf n\rangle$, defined by $(\mathbf n\cdot\mathbf S)|m;\mathbf n\rangle=m|m;\mathbf n\rangle$. Their energies $mG$ are nondegenerate, so the first-order effect of $H_c$ is its diagonal element in these states.

Take one cubic axis $\mathbf e$ and put $c=\mathbf e\cdot\mathbf n$. With a unit vector $\mathbf t$ perpendicular to $\mathbf n$,

$$\mathbf e\cdot\mathbf S=c\,S_n+\sqrt{1-c^2}\,S_t.$$

Expand the fourth power. A half-turn about $\mathbf n$ reverses $S_t$ and multiplies $|m;\mathbf n\rangle$ by a phase, which drops out of a diagonal element. Terms with an odd number of factors $S_t$ therefore vanish. The others carry $c^4$, $c^2(1-c^2)$ or $(1-c^2)^2$, and rotation about $\mathbf n$ shows that their coefficients do not depend on the direction of $\mathbf t$. Thus

$$\langle m;\mathbf n|(\mathbf e\cdot\mathbf S)^4|m;\mathbf n\rangle=A_m+B_mc^2+C_mc^4. \tag{10}$$

For the three cubic axes, $c$ takes the values $n_1,n_2,n_3$, the direction cosines of the field. Define

$$\phi=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2. \tag{11}$$

Squaring $\sum n_i^2=1$ gives $\sum n_i^4=1-2\phi$. The sum of (10) over the axes is $3A_m+B_m+C_m(1-2\phi)$, which is linear in $\phi$. So

$$\langle m;\mathbf n|H_c|m;\mathbf n\rangle=\alpha_m+\beta_m\phi. \tag{12}$$

Two conditions fix the constants. For $\mathbf n$ along $[001]$, $\phi=0$ and the element is $d_m$, hence $\alpha_m=d_m$.

The second condition is an average over all field directions. The average of the projector $|m;\mathbf n\rangle\langle m;\mathbf n|$ is unchanged by any rotation, so it commutes with every spin component. Commuting with $S_z$ makes it diagonal; commuting with $S_+$ makes its diagonal elements equal. Its trace is 1, so it is the identity divided by 6. The average of (12) is then $\mathrm{Tr}\,H_c/6=0$. The average of $\phi$ follows from

$$\overline{n_3^4}=\frac12\int_{-1}^{1}u^4\,du=\frac15,\qquad 1-2\bar\phi=\frac35,\qquad \bar\phi=\frac15.$$

Therefore $\alpha_m+\beta_m/5=0$, or $\beta_m=-5d_m$, and

$$E_m=mG+p\,d_m+O(a^2/G),\qquad p=1-5\phi. \tag{13}$$

One factor $p$ serves all levels. Its largest value is 1, along the cube edges. Since $\sum n_i^4\ge\tfrac13$ when $\sum n_i^2=1$, $\phi$ cannot exceed $\tfrac13$, and the smallest value is $p=-\tfrac23$, along the body diagonals. Along $[110]$, $\phi=\tfrac14$ and $p=-\tfrac14$.

## The five lines

An oscillating field perpendicular to $\mathbf n$ drives $m\leftrightarrow m-1$. The transition energy from (13) is $G+p(d_m-d_{m-1})$. Inserting (6),

$$\begin{aligned}
\pm\tfrac52\leftrightarrow\pm\tfrac32:&\quad \Delta E=G\pm2pa,\\
\pm\tfrac32\leftrightarrow\pm\tfrac12:&\quad \Delta E=G\mp\tfrac52pa,\\
\tfrac12\leftrightarrow-\tfrac12:&\quad \Delta E=G.
\end{aligned} \tag{14}$$

For example, $d_{5/2}-d_{3/2}=\tfrac a2+\tfrac{3a}2=2a$ and $d_{3/2}-d_{1/2}=-\tfrac{3a}2-a=-\tfrac52a$. The central line does not move in first order because $d_m$ is even in $m$.

To leading order in $a/G$ the relative strengths are the numbers in (5), $5:8:9:8:5$, if all neighbouring levels have the same population difference. The satellites at $\tfrac52|pa|$ are thus both farther out and stronger than those at $2|pa|$. Reversing the sign of $a$ exchanges the two members of each pair, which have equal strength. First-order positions and these strengths therefore do not reveal the sign of $a$. Exact positions do not reveal it either: time reversal turns $G\,\mathbf n\cdot\mathbf S-H_c$ into $-(G\,\mathbf n\cdot\mathbf S+H_c)$, so reversing $a$ turns the level scheme upside down and leaves the set of neighbouring spacings unchanged. Unequal population differences, as at low temperature, can reveal the sign.

Let the frequency $\nu$ be fixed and the field be swept. Writing a line of (14) as $\Delta E=G+s$, resonance requires $g\mu_BB+s=h\nu$, so

$$B=B_0-\frac{s}{g\mu_B},\qquad B_0=\frac{h\nu}{g\mu_B}. \tag{15}$$

A transition raised in energy appears at lower field.

## From weak to strong field along a cube edge

For $\mathbf n$ along $[001]$ the Zeeman term adds $mG$ to the diagonal and leaves the blocks separate. The block of $\tfrac52$ and $-\tfrac32$ has diagonal elements $\tfrac a2+\tfrac52G$ and $-\tfrac{3a}2-\tfrac32G$. Their mean is $(G-a)/2$ and half their difference is $2G+a$. The other block follows from $G\to-G$. The six levels of (1) are

$$\begin{aligned}
E&=a\pm\tfrac12G,\\
E&=\tfrac12(G-a)\pm\sqrt{(2G+a)^2+\tfrac54a^2},\\
E&=-\tfrac12(G+a)\pm\sqrt{(2G-a)^2+\tfrac54a^2}.
\end{aligned} \tag{16}$$

In weak field, with $a>0$, the first root is $\sqrt{\tfrac94a^2+4aG+\dots}\approx\tfrac32a+\tfrac43G$. The middle line of (16) then gives $a+\tfrac{11}6G$ and $-2a-\tfrac56G$; the last gives the same with $G$ reversed. The quartet splits into $a\pm\tfrac{11}6G$ and $a\pm\tfrac12G$, while the doublet opens by $\tfrac53G$. The levels $a\pm\tfrac12G$ are separated by exactly $G$ at every field along this axis, as the central line of (14) states. The other spacings do not follow (14), whose satellite positions require $G\gg|a|$.

In strong field, $\sqrt{(2G\pm a)^2+\tfrac54a^2}\approx2G\pm a+\tfrac{5a^2}{16G}$. The levels become $mG+d_m$ plus second-order terms: $+\tfrac{5a^2}{16G}$ for $m=\tfrac52,\tfrac32$, the opposite for $m=-\tfrac52,-\tfrac32$, and zero for $m=\pm\tfrac12$. Taking differences, both $\pm\tfrac32\leftrightarrow\pm\tfrac12$ lines rise by $5a^2/(16G)$; the other three lines are unshifted at this order.

## Second order in other directions

Equation (9) says that $(H_c-a)(H_c+2a)=0$, or $H_c^2=2a^2-aH_c$. Take the diagonal element in $|m;\mathbf n\rangle$ and subtract the square of the diagonal element of $H_c$. The summed squared coupling of that state to all others is

$$W_m=\sum_{k\ne m}|\langle k;\mathbf n|H_c|m;\mathbf n\rangle|^2=2a^2-a\,p\,d_m-p^2d_m^2. \tag{17}$$

Where $p=0$, every state has $W_m=2a^2$. The cubic term has not disappeared there; it has become wholly off-diagonal, and its effect on the lines starts at order $a^2/G$. Formula (14) describes the satellites well when $|p|\gg|a|/G$, a stronger demand than $G\gg|a|$ near such directions.

Along $[111]$, (17) gives the second-order shifts without further matrix elements. A rotation by 120° about the field leaves $H_c$ unchanged, so $H_c$ couples states with $\Delta m=\pm3$ alone. With $p=-\tfrac23$, $W_{\pm3/2}=(2-1-1)a^2=0$, while

$$W_{\pm5/2}=\left(2+\tfrac13-\tfrac19\right)a^2=\tfrac{20}9a^2,\qquad W_{\pm1/2}=\left(2+\tfrac23-\tfrac49\right)a^2=\tfrac{20}9a^2.$$

The couplings are therefore $\tfrac52\leftrightarrow-\tfrac12$ and $\tfrac12\leftrightarrow-\tfrac52$, each across an energy $3G$. The upper state of each pair rises by $\delta=\tfrac{20}{27}a^2/G$ and the lower one falls by $\delta$. The lines $\pm\tfrac52\leftrightarrow\pm\tfrac32$ shift by $+\delta$, the lines $\pm\tfrac32\leftrightarrow\pm\tfrac12$ by $-\delta$, and the central line by $+2\delta$.

In both cases the members of a mirror pair move together. This holds for every direction. Time reversal changes $\mathbf S$ to $-\mathbf S$ and leaves $H_c$ unchanged, so $E_{-m}(G)=E_m(-G)$. The second-order level shift has the form $\varepsilon_m/G$, hence $\varepsilon_{-m}=-\varepsilon_m$. The line $m\leftrightarrow m-1$ shifts by $(\varepsilon_m-\varepsilon_{m-1})/G$, and its mirror $1-m\leftrightarrow-m$ by $(\varepsilon_{1-m}-\varepsilon_{-m})/G$, which is the same. At given $G$, half the separation of a pair is $2|pa|$ or $\tfrac52|pa|$ with an error of order $|a|^3/G^2$.

At fixed frequency the two members occur at fields differing by about $2s/(g\mu_B)$, so their common shift $t/G$ is not quite equal. The resulting change in separation is of order $st/G^2$, again third order in $a$.

## A spectrum at 34 GHz

Take $g=2$, $a/h=0.2$ GHz and $\nu=34$ GHz. By (9) the zero-field levels are at $0.2$ and $-0.4$ GHz, with a gap of $0.6$ GHz. The centre field is $B_0=1214.611$ mT, and $a/(g\mu_B)=7.145$ mT. The expansion parameter is $a/(h\nu)=0.2/34=0.0059$.

Along $[001]$, (15) puts the $\pm\tfrac52\leftrightarrow\pm\tfrac32$ lines at $1214.611\mp2(7.145)$ mT, or 1200.32 and 1228.90 mT. The $\pm\tfrac32\leftrightarrow\pm\tfrac12$ lines lie at $1214.611\pm2.5(7.145)$ mT, or 1232.47 and 1196.75 mT.

For comparison, the $6\times6$ matrix of (1) was diagonalized numerically and the field varied until each neighbouring level spacing equalled $h\nu$. The resonance fields in mT are:

| Transition | [001] | [110] | [111] | $p=0$ |
|---|---|---|---|---|
| $\tfrac52\leftrightarrow\tfrac32$ | 1200.322 | 1218.171 | 1224.107 | 1214.606 |
| $\tfrac32\leftrightarrow\tfrac12$ | 1232.460 | 1210.109 | 1202.735 | 1214.552 |
| $\tfrac12\leftrightarrow-\tfrac12$ | 1214.611 | 1214.638 | 1214.549 | 1214.668 |
| $-\tfrac12\leftrightarrow-\tfrac32$ | 1196.736 | 1219.040 | 1226.550 | 1214.552 |
| $-\tfrac32\leftrightarrow-\tfrac52$ | 1228.901 | 1211.026 | 1205.054 | 1214.606 |

The last column is for a field in the $(001)$ plane at angle $\theta$ from $[100]$. There $\phi=\cos^2\theta\sin^2\theta=\tfrac14\sin^22\theta$, and $\phi=\tfrac15$ requires $\sin^22\theta=\tfrac45$, or $\theta=31.72°$. This is the collapse described at the start. The remaining spread, $1214.668-1214.552=0.116$ mT, is what (14) omits.

Between the first and third columns the members of each satellite pair change sides, because $p$ changes sign. The spread shrinks from 35.7 to 23.8 mT, in the ratio $\tfrac23$.

The small departures from first order can be read as well. The second-order unit in field is $7.145\times0.0059=0.042$ mT. Along $[001]$ the $\pm\tfrac32\leftrightarrow\pm\tfrac12$ lines should lie lower by $\tfrac5{16}(0.042)=0.013$ mT, as they do: 1232.460 against 1232.473 mT. Along $[111]$ the central line should lie lower by $\tfrac{40}{27}(0.042)=0.062$ mT, and $1214.611-1214.549$ is that amount.

Pair separations are much closer to first order. Along $[111]$ half the separation of the $\pm\tfrac32\leftrightarrow\pm\tfrac12$ lines is 11.9076 mT, against $\tfrac52\cdot\tfrac23\cdot7.1448=11.9080$ mT. The difference of 0.0004 mT is far below the 0.062 mT shift of the central line.

This gives a direct way from the spectrum to the zero-field gap. Along $[001]$ the same pair has half-separation 17.862 mT, so $|a|/(g\mu_B)=17.862/2.5=7.145$ mT. Multiplication by $\nu/B_0=34/1214.611$ GHz/mT gives $|a|/h=0.200$ GHz and a gap $3|a|/h=0.600$ GHz, found without a measurement at zero field.

Numerical values quoted here were computed with a short program.
